# Variance of the Mean Position of an Exponentially Correlated Edge

**Q:** I measure the edge of a printed resist line at 500 scan rows and average the 500 positions. If one position scatters with standard deviation \(\sigma\), surely the mean scatters with \(\sigma/\sqrt{500}\). What is there to derive?

**A:** That division assumes that the rows are independent. A rough edge is a continuous curve, and two nearby rows see almost the same excursion, so the second row adds little information.

To make this quantitative, let \(x(y)\) be the displacement of the edge from its ensemble mean, at distance \(y\) along the line. The ensemble is a large set of nominally identical windows, and \(E\) denotes the average over it. I assume

\[
E[x(y)]=0,\qquad E[x(y)x(y')]=C(|y-y'|),\qquad C(s)=\sigma^2e^{-s/\xi}.
\]

Here \(\sigma\) is one standard deviation of the position at a point, not three, and \(\xi\) is the correlation length. The covariance depends on separation alone, which makes the edge stationary to second order. The quantity we want is the variance, from window to window, of

\[
m=\frac1L\int_0^L x(y)\,dy .
\]

**Q:** You say "variance of the mean". Is that the same as the mean of the variance I find inside each window?

**A:** No. The first describes how the window averages differ from one another. The second describes the roughness left about each window's own average. They turn out to be complementary, but we need the first before we can relate them.

**Q:** Then start from the definition. How does a single integral become a statement about correlations?

**A:** Since \(E[m]=0\), the variance of \(m\) is \(E[m^2]\). Write the square as a product of two integrals with separate variables, and take the expectation inside, which is allowed because the second moments are finite:

\[
V\equiv\mathrm{Var}(m)=\frac1{L^2}\int_0^L\!\!\int_0^L E[x(y)x(y')]\,dy\,dy'
=\frac1{L^2}\int_0^L\!\!\int_0^L C(|y-y'|)\,dy\,dy'.
\]

So \(V\) is the covariance averaged over all pairs of points in the window. Independent rows would leave the pairs of a row with itself and nothing else.

**Q:** The integrand depends on one number, the separation. Can the double integral be reduced without assuming the exponential?

**A:** Yes. Take \(y>y'\) and put \(s=y-y'\). For a given \(s\), the lower point \(y'\) can run from \(0\) to \(L-s\), because the upper point \(y'+s\) must stay inside the window. The change from \((y,y')\) to \((s,y')\) has unit Jacobian, so these pairs contribute \((L-s)C(s)\,ds\). The half with \(y<y'\) contributes the same amount. Hence

\[
V=\frac2{L^2}\int_0^L(L-s)C(s)\,ds. \tag{1}
\]

The factor \(L-s\) counts the places where a pair of separation \(s\) fits. Equation (1) holds for any stationary covariance for which the integral exists.

**Q:** Now put in the exponential, and show me where each sign comes from.

**A:** We need \(I=\int_0^L(L-s)e^{-s/\xi}\,ds\). Integrate by parts, differentiating \(L-s\) to get \(-1\) and integrating the exponential to get \(-\xi e^{-s/\xi}\):

\[
I=\Big[-\xi(L-s)e^{-s/\xi}\Big]_0^L-\int_0^L(-\xi e^{-s/\xi})(-1)\,ds .
\]

The bracket vanishes at \(s=L\). At \(s=0\) it equals \(-\xi L\), and subtracting this lower value gives \(+\xi L\). The two minus signs in the remaining integrand cancel, so the minus sign in front survives:

\[
I=\xi L-\xi\int_0^Le^{-s/\xi}\,ds
=\xi L-\xi^2\left(1-e^{-L/\xi}\right).
\]

Multiply by \(2\sigma^2/L^2\) and take out the factor \(2\sigma^2\xi/L\):

\[
V=\frac{2\sigma^2\xi}{L}\left[1-\frac{\xi}{L}\left(1-e^{-L/\xi}\right)\right]. \tag{2}
\]

**Q:** For a very short window the prefactor blows up. A mean cannot scatter more than a single point does, so is (2) wrong there?

**A:** The bracket goes to zero at the same rate. With \(u=L/\xi\), equation (2) reads

\[
\frac V{\sigma^2}=\frac2{u^2}\left(u-1+e^{-u}\right).
\]

Insert \(e^{-u}=1-u+u^2/2-u^3/6+u^4/24-\cdots\). The constant and linear terms cancel, leaving

\[
\frac V{\sigma^2}=\frac2{u^2}\left(\frac{u^2}2-\frac{u^3}6+\frac{u^4}{24}-\cdots\right)
=1-\frac u3+\frac{u^2}{12}-\cdots .
\]

A window much shorter than \(\xi\) sees one nearly rigid displacement, and averaging hardly helps. The coefficient \(1/3\) also has a direct meaning: the mean separation of two random points in the window is \(L/3\), and the covariance initially falls as \(1-s/\xi\).

For any length, put \(s=Lt\) in (1):

\[
\frac V{\sigma^2}=2\int_0^1(1-t)e^{-ut}\,dt,\qquad
\frac{d}{du}\frac V{\sigma^2}=-2\int_0^1t(1-t)e^{-ut}\,dt<0 .
\]

The ratio therefore starts at one and falls steadily as the window grows at fixed \(\xi\).

**Q:** And for a long window, do I recover the usual division by a number of samples?

**A:** Yes, with a number set by \(\xi\) instead of the row count. Multiplying out the expression in \(u\) gives

\[
\frac V{\sigma^2}=\frac2u-\frac2{u^2}+\frac{2e^{-u}}{u^2}.
\]

For \(u\gg1\) the last term is negligible. Define the effective number of independent samples by \(V=\sigma^2/n_{\rm eff}\). Then

\[
n_{\rm eff}\simeq\frac u2\,\frac1{1-1/u}\simeq\frac{L}{2\xi}+\frac12 .
\]

Each independent sample costs a length \(2\xi\). The factor two arises because a point is correlated with neighbours on both sides: \(\int_{-\infty}^{\infty}e^{-|s|/\xi}ds=2\xi\).

**Q:** My instrument takes discrete rows, though. Does a finer row spacing not give me more data?

**A:** It gives more numbers, but little more information about the mean once the spacing \(d\) is well below \(\xi\). For \(N\) rows let \(r=e^{-d/\xi}\). There are \(N\) pairs of a row with itself, and \(2(N-k)\) ordered pairs that lie \(k\) rows apart. The discrete counterpart of (1) is

\[
V_N=\frac{\sigma^2}{N^2}\left[N+2\sum_{k=1}^{N-1}(N-k)r^k\right]
=\frac{\sigma^2}{N}\left[1+2\sum_{k=1}^{N-1}\left(1-\frac kN\right)r^k\right].
\]

Your rule keeps the leading 1 and drops the sum. That is justified for \(d\gg\xi\), where \(r\) is small. If \(d\) shrinks at fixed \(L=Nd\), the sum grows in proportion to \(N\), and \(V_N\) tends to (2) instead of zero.

**Q:** Have you quietly assumed that the edge is Gaussian?

**A:** No. The derivation uses a mean and a covariance, nothing else about the distribution. A severe example is an edge that takes just the two values \(\pm\sigma\) and jumps between them at random, with the same exponential covariance. For \(L=2\xi\), I summed over every possible path with 7 and with 14 points, weighted by its probability, and extrapolated to zero spacing. This gave \(V/\sigma^2=0.56767\), and (2) gives 0.56767. A simulation of 40,000 Gaussian edges, sampled at spacing \(\xi/20\), gave 0.5696. The difference of 0.3% is within the relative sampling error \(\sqrt{2/40000}=0.7\%\).

The shape of the distribution does matter if you turn the standard deviation of \(m\) into a confidence level. Equation (2) does not supply that shape.

**Q:** Return to the roughness inside one window. If the averages scatter, where does that variance come from?

**A:** It is taken out of the roughness you see. Expand the square about the window's own mean:

\[
\frac1L\int_0^L(x-m)^2dy
=\frac1L\int_0^Lx^2dy-\frac{2m}{L}\int_0^Lx\,dy+m^2
=\frac1L\int_0^Lx^2dy-m^2 ,
\]

because \(\int_0^Lx\,dy=Lm\). The expectation is

\[
E\left[\frac1L\int_0^L(x-m)^2dy\right]=\sigma^2-V. \tag{3}
\]

Variation on scales much longer than the window mostly moves its mean and is then subtracted. In the simulation at \(L=2\xi\), the variance inside the window was \(0.4321\,\sigma^2\), against \(0.4323\,\sigma^2\) from (3). Roughness values from windows of different length are therefore not directly comparable, even for the same edge statistics.

**Q:** "Scales much longer than the window" sounds like a statement about frequencies. Can you derive it as one?

**A:** Define the power spectrum over positive and negative spatial frequency \(f\), in cycles per unit length:

\[
P(f)=\int_{-\infty}^{\infty}C(|s|)e^{-2\pi ifs}ds
=2\sigma^2\int_0^\infty e^{-s/\xi}\cos(2\pi fs)\,ds
=\frac{2\sigma^2\xi}{1+(2\pi f\xi)^2}.
\]

The inverse transform is \(C(|y-y'|)=\int P(f)e^{2\pi if(y-y')}df\). In the double integral for \(V\), the integrals over \(y\) and \(y'\) then separate into complex conjugates:

\[
V=\int_{-\infty}^{\infty}P(f)\left|\frac1L\int_0^Le^{2\pi ify}dy\right|^2df
=\int_{-\infty}^{\infty}P(f)\left[\frac{\sin(\pi fL)}{\pi fL}\right]^2df .
\]

The last step uses \(|e^{2\pi ifL}-1|=2|\sin(\pi fL)|\). The squared filter falls to one half at \(f\approx0.44/L\) and to zero at \(1/L\), so averaging keeps mainly the frequencies below \(1/L\) and suppresses higher ones. When \(L\gg\xi\), \(P\) is nearly \(P(0)=2\sigma^2\xi\) across that band. The squared filter has area \(1/L\), so \(V\simeq2\sigma^2\xi/L\), as before.

**Q:** I usually report line width, not edge position. Do I just double the variance?

**A:** You do if the edges are uncorrelated. Measure both displacements along the same axis, so that the width deviation is \(x_R-x_L\). Let both edges have covariance \(C(s)\), and let their cross-covariance be \(c\,C(s)\). The pair average that gave \(V\) now gives \(E[m_Lm_R]=cV\), and

\[
\mathrm{Var}(m_R-m_L)=V+V-2cV=2(1-c)V. \tag{4}
\]

Positive \(c\) means that the edges tend to move together. The line then wiggles and its width varies less. Negative \(c\) increases the width variation.

**Q:** Put numbers in. How bad is my row-counting rule?

**A:** Take \(\sigma=1\) nm, \(\xi=20\) nm, a line 16 nm wide and rows 2 nm apart. Your 500 rows then span \(L=1000\) nm, and

\[
V=\frac{2(1)^2(20)}{1000}\left[1-\frac{20}{1000}\left(1-e^{-50}\right)\right]
=0.0400\times0.980=0.0392\ \mathrm{nm}^2 .
\]

The mean edge has standard deviation 0.198 nm. Row counting gives \(1/\sqrt{500}=0.045\) nm, too small by a factor of 4.4. The 500 rows are worth about 25.5 independent samples.

For a segment of 40 nm, equal to \(2\xi\),

\[
V=1.00\left[1-0.5\left(1-e^{-2}\right)\right]=0.568\ \mathrm{nm}^2,
\]

and the standard deviation is 0.753 nm. The leading long-window law would give 1.00 nm², the full point variance, so it should not be used here. The 20 rows are worth 1.8 samples.

By (3), the expected roughness inside the window, as the root of the mean variance, is \(\sqrt{1-0.568}=0.66\) nm for the short segment and 0.98 nm for the long window. These values hold when the window mean alone is subtracted; subtracting a fitted straight line, as is often done in practice, lowers them to 0.49 nm and 0.96 nm. By (4) with \(c=0\), the mean width has standard deviation \(\sqrt{2V}\). This is 1.07 nm for the short segment, or 6.7% of the width, and 0.28 nm for the long window, or about 1.8%.

**Q:** Suppose I want the mean width to a standard error of 0.1 nm. Should I use long windows or many short ones?

**A:** With \(M\) independent windows and \(c=0\), the condition is \(2V/M\le(0.1\ \mathrm{nm})^2\). The long window needs \(M\ge0.0784/0.01=7.84\), hence 8 windows. The short one needs 114.

The total measured length is \(8\times1000=8000\) nm in the first case and \(114\times40=4560\) nm in the second. Short windows use less line because points in separate windows are taken as independent, while neighbouring parts of one long window are correlated. This comparison ignores the cost of moving between windows, and it requires the windows to be far enough apart to be independent. On a single line the gaps cost more length than is saved: with gaps of 60 nm about 118 short windows are needed, and they occupy about 11,700 nm, whereas one continuous stretch of 8000 nm already meets the target.

**Q:** Real edges are not perfect exponentials, and real images are noisy. Which neglected effect should worry me?

**A:** Change one at a time, holding the other inputs fixed. The percentages below are relative to \(V\) from (2), first for 40 nm and then for 1000 nm.

- Finite row spacing of 2 nm: +0.2% and +0.1%.
- Independent detection noise of \(\sigma_n=0.5\) nm per row. It adds \(\sigma_n^2/N\), which is +2.2% and +1.3%.
- A different roughness exponent, \(C=\sigma^2e^{-(s/\xi)^{1.4}}\): +6.3% and −8.3%. This covariance is larger than the exponential for \(s<\xi\) and smaller for \(s>\xi\). The gain wins in the short window and the loss in the long one.
- A correlation length 25% larger: +10% and +24%. In the long window \(V\) is nearly proportional to \(\xi\).
- Gaussian blur along the edge with rms width \(b=2\) nm: −0.7% and −0.02%.

**Q:** Why is blur so harmless? I would expect it to smooth the roughness noticeably.

**A:** It does: the variance at a point falls by about 10%. Gaussian smoothing multiplies each Fourier amplitude by \(e^{-(2\pi fb)^2/2}\), and hence \(P(f)\) by \(e^{-(2\pi fb)^2}\). The loss lies mainly at high frequencies, which the window average has already suppressed. However, if you measure \(\sigma\) on the blurred edge and insert that smaller value in (2) while keeping \(\xi=20\) nm, you carry the 10% loss into \(V\), where it does not belong. If \(\xi\) is also read from the blurred edge, as the distance at which the covariance falls to \(1/e\) of its value at zero, it lengthens to 22.4 nm; the loss then cancels in the long window and shrinks to about 6% in the short one. Detection noise biases the input the other way: it adds \(\sigma_n^2\) to the measured variance at a point, 25% for \(\sigma_n=0.5\) nm, and this excess must be removed before \(\sigma\) is used in (2).

**Q:** None of these changes the picture. Can I then reach any precision by making the window longer?

**A:** Not if the whole window can shift. Suppose each window has a random edge offset \(g\), independent of the roughness, with variance \(\sigma_g^2\). It adds a constant \(\sigma_g^2\) to the covariance, and (1) gives the contribution

\[
\frac{2\sigma_g^2}{L^2}\int_0^L(L-s)\,ds
=\frac{2\sigma_g^2}{L^2}\left(L^2-\frac{L^2}2\right)=\sigma_g^2 .
\]

The length cancels. For \(\sigma_g=0.2\) nm the addition is 0.04 nm². That raises \(V\) by 7% for the short segment and by 102% for the long window, whose standard deviation goes from 0.198 to 0.281 nm. The two contributions are equal near \(L\simeq2\sigma^2\xi/\sigma_g^2=40/0.04=1000\) nm. Beyond that length the offset dominates, and extra length gains less and less. Doubling the number of windows halves the whole variance at any length, provided that the windows and their offsets are independent.

If the offsets of the two edges are also independent, your target of 0.1 nm needs \(2(0.0392+0.0400)/0.01=15.8\), so 16 long windows instead of 8. An offset shared by both edges is a pure placement shift and cancels in the width.

**Q:** Would I notice such an offset in the roughness of a single window?

**A:** No. It shifts \(x\) and \(m\) equally, so \(x-m\) is unchanged. You have to compare the means of many windows and see whether their variance exceeds \(V\). For Gaussian means, a known \(V\) and a 5% significance level, the 0.2 nm offset is detected about 43% of the time with 8 long windows and 96% of the time with 50; with 50 short windows the chance is only about 10%.

**Q:** How close are these numbers to a real process?

**A:** The inputs are rough typical values for narrow lines printed by extreme-ultraviolet lithography in a chemically amplified resist. An edge roughness of 1 nm, or 3 nm when quoted as three standard deviations, and a correlation length of some tens of nanometres belong to that regime. The noise, blur and offset are assumed sizes, not measurements of a particular tool. With these sizes, the assumption most damaging to the long-window result is that of a common mean for all windows: variations of dose, focus or mask dimension can displace an edge throughout a window, and the assumed 0.2 nm already doubles \(V\) at 1000 nm. Variations of dose or mask dimension mainly widen or narrow the line, so they move its two edges in opposite directions and do not cancel in the width. Equal and opposite offsets add \(4\sigma_g^2\) to the width variance, instead of the \(2\sigma_g^2\) of independent ones, and the 0.1 nm target then needs \((0.0784+0.16)/0.01=23.8\), so 24 long windows. That count assumes offsets that are independent from window to window; a variation shared by all the measured windows does not average down at all. The two edges need not be independent either; \(c=0.2\) would lower the roughness part of the width variance by 20%.

For a real line I would therefore quote the mean edge in a 1000 nm window as uncertain by 0.2 nm from roughness alone, and by about 0.3 nm with that offset. Further digits would claim more than the inputs support. The numerical output lists the values for both windows.

## Numbers as computed

```
TESTS
largest relative gap, formula vs double integral: 5.6e-16
largest relative gap, spectrum vs double integral: 2.7e-10
L/xi=2: formula V/sigma^2 = 0.56767
L/xi=2: two-valued edge V/sigma^2 = 0.56767
L/xi=2: simulated V/sigma^2 = 0.5696 (40000 lines)
L/xi=2: simulated variance inside window/sigma^2 = 0.4321
EXAMPLE INPUTS (rough typical values)
sigma = 1.0 nm, xi = 20.0 nm, line width = 16.0 nm
row spacing = 2.0 nm, noise per row and edge = 0.5 nm
rms blur along edge = 2.0 nm, other roughness exponent = 0.7
edge correlation c = 0.2, rms window offset of an edge = 0.2 nm
relative error of xi = 25 %, target error of mean width = 0.1 nm
WINDOW L = 40 nm, L/xi = 2
variance of mean edge = 0.56767 nm^2
standard deviation of mean edge = 0.7534 nm
long-window law 2 sigma^2 xi/L = 1.00000 nm^2
effective independent samples = 1.76
rms roughness inside window = 0.6575 nm
standard deviation of mean width, c=0: 1.0655 nm = 6.66 % of width
if 20 rows were independent, mean edge: 0.2236 nm
independent windows for target, c=0: 114
changes of the mean-edge variance from neglected effects:
  finite row spacing: +0.210 %
  detection noise: +2.20 %
  other roughness exponent: +6.28 %
  blur along edge: -0.70 %
  larger xi: +10.36 %
  window offset: +7.05 %
  mean-edge standard deviation with offset: 0.7795 nm
WINDOW L = 1000 nm, L/xi = 50
variance of mean edge = 0.03920 nm^2
standard deviation of mean edge = 0.1980 nm
long-window law 2 sigma^2 xi/L = 0.04000 nm^2
effective independent samples = 25.51
rms roughness inside window = 0.9802 nm
standard deviation of mean width, c=0: 0.2800 nm = 1.75 % of width
if 500 rows were independent, mean edge: 0.0447 nm
independent windows for target, c=0: 8
changes of the mean-edge variance from neglected effects:
  finite row spacing: +0.087 %
  detection noise: +1.28 %
  other roughness exponent: -8.29 %
  blur along edge: -0.02 %
  larger xi: +24.36 %
  window offset: +102.04 %
  mean-edge standard deviation with offset: 0.2814 nm
BOTH WINDOWS
blur changes the pointwise variance by -10.35 %
edge correlation changes the mean-width variance by -20 %
```
